# Correlations, String Order and Energy of the AKLT State: test program

```python
# AKLT state of the spin-1 chain as a matrix product state of bond dimension 2.
# H = J sum_k [S_k.S_{k+1} + (S_k.S_{k+1})^2 / 3], J = 1, lattice spacing = 1.
# Results under test: transfer eigenvalues 1, -1/3 (three times); correlation
# length 1/ln 3; string correlator -4/9; energy -2/3 per bond.
# A[m] are the site matrices for Sz = +1, 0, -1 (in this order); E is the
# transfer matrix; r is a distance in sites; N is the number of sites of a ring.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh, LinearOperator

sigma_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
sigma_minus = sigma_plus.T
sigma_z = np.diag([1.0, -1.0])
A = np.array([np.sqrt(2 / 3) * sigma_plus, -sigma_z / np.sqrt(3),
              -np.sqrt(2 / 3) * sigma_minus])
Sz = np.diag([1.0, 0.0, -1.0])
Sp = np.sqrt(2) * np.diag([1.0, 1.0], 1)
string_gate = np.diag([-1.0, 1.0, -1.0])     # exp(i pi Sz)


def ring_state(n_sites):
    """All 3^N amplitudes tr(A A ... A), first site slowest."""
    block = A
    for _ in range(n_sites - 1):
        block = np.einsum('xab,mbc->xmac', block, A).reshape(-1, 2, 2)
    return np.trace(block, axis1=1, axis2=2)


def transfer(op):
    """Matrix of X -> sum_mn <n|op|m> A[m] X A[n]^dagger, row-major X."""
    return sum(op[n, m] * np.kron(A[m], A[n].conj())
               for m in range(3) for n in range(3))


# Site matrices against an explicit construction from spin-1/2 singlets
n_vb = 6
singlet = np.array([[0.0, 1.0], [-1.0, 0.0]]) / np.sqrt(2)
halves = singlet
for _ in range(n_vb - 1):
    halves = np.multiply.outer(halves, singlet)
halves = np.moveaxis(halves, -1, 0).reshape((4,) * n_vb)
to_spin_one = np.array([[1, 0, 0, 0],
                        [0, np.sqrt(0.5), np.sqrt(0.5), 0],
                        [0, 0, 0, 1]])
for _ in range(n_vb):
    halves = np.tensordot(halves, to_spin_one, axes=(0, 1))
vb_error = np.max(np.abs(halves.ravel()
                         - (np.sqrt(3) / 2) ** n_vb * ring_state(n_vb)))
assert vb_error < 1e-12

# Transfer matrix, normalization and spectrum
right_norm = sum(a @ a.T for a in A)
left_norm = sum(a.T @ a for a in A)
assert np.allclose(right_norm, np.eye(2)) and np.allclose(left_norm, np.eye(2))
E = transfer(np.eye(3))
assert np.allclose(E, E.T)
eigenvalues = np.linalg.eigvalsh(E)[::-1]
assert np.allclose(eigenvalues, [1, -1 / 3, -1 / 3, -1 / 3])
xi = -1 / np.log(np.abs(eigenvalues[1]))
assert abs(xi - 1 / np.log(3)) < 1e-12

# Action of the operator insertions on the 2 x 2 matrices
E_S, E_u = transfer(Sz), transfer(string_gate)
one, z = np.eye(2).ravel(), sigma_z.ravel()
assert np.allclose(E_S @ one, 2 / 3 * z) and np.allclose(E_S @ z, -2 / 3 * one)
assert np.allclose(E_S @ sigma_plus.ravel(), 0)
assert np.allclose(E_S @ sigma_minus.ravel(), 0)
assert np.allclose(E_u @ z, z)

# Infinite chain by contraction between the fixed points
distances = range(1, 6)
corr_inf, string_inf = [], []
for r in distances:
    plain = np.linalg.matrix_power(E, r - 1)
    dressed = np.linalg.matrix_power(E_u, r - 1)
    corr_inf.append(one @ E_S @ plain @ E_S @ one / 2)
    string_inf.append(one @ E_S @ dressed @ E_S @ one / 2)
    assert abs(corr_inf[-1] - 4 / 3 * (-1 / 3) ** r) < 1e-12
    assert abs(string_inf[-1] + 4 / 9) < 1e-12
mean_Sz = one @ E_S @ one / 2
E_S2 = transfer(Sz @ Sz)
both_nonzero = [one @ E_S2 @ np.linalg.matrix_power(E, r - 1) @ E_S2 @ one / 2
                for r in distances]
assert abs(mean_Sz) < 1e-12 and np.allclose(both_nonzero, 4 / 9)

# Ten-site ring: explicit sums over all spin configurations
N = 10
psi = ring_state(N)
norm2 = psi @ psi
lam = -1 / 3
assert abs(norm2 - (1 + 3 * lam ** N)) < 1e-12
prob = psi ** 2 / norm2
configs = np.array(list(itertools.product([1, 0, -1], repeat=N)))
corr_ring, string_ring = [], []
for r in distances:
    ends = configs[:, 0] * configs[:, r]
    parity = 1 - 2 * (np.abs(configs[:, 1:r]).sum(axis=1) % 2)
    corr_ring.append(prob @ ends)
    string_ring.append(prob @ (ends * parity))
    corr_formula = 4 / 3 * (lam ** r + lam ** (N - r)) / (1 + 3 * lam ** N)
    string_formula = -4 / 9 * (1 + 9 * lam ** N) / (1 + 3 * lam ** N)
    assert abs(corr_ring[-1] - corr_formula) < 1e-12
    assert abs(string_ring[-1] - string_formula) < 1e-12


def alternates(config):
    """True if the nonzero spins alternate in sign around the ring."""
    s = config[config != 0]
    return bool(np.all(s == -np.roll(s, 1)))


allowed = np.array([alternates(c) for c in configs])
present = np.abs(psi) > 1e-12
assert np.array_equal(allowed, present)

# One bond: spectrum of S.S, spin-2 projector, and energy
SS = np.kron(Sz, Sz) + (np.kron(Sp, Sp.T) + np.kron(Sp.T, Sp)) / 2
h = SS + SS @ SS / 3
ss_values, ss_vectors = np.linalg.eigh(SS)
assert np.allclose(ss_values, [-2] + [-1] * 3 + [1] * 5)
quintet = ss_vectors[:, 4:]
P2 = quintet @ quintet.T
assert np.allclose(h, 2 * P2 - 2 / 3 * np.eye(9))
pair = np.einsum('mab,nbc->mnac', A, A).reshape(9, 4)
spin2_weight = np.linalg.norm(P2 @ pair)
assert spin2_weight < 1e-12
bond_matrix = psi.reshape(9, -1)
ring_energy = np.sum(bond_matrix * (h @ bond_matrix)) / norm2
assert abs(ring_energy + 2 / 3) < 1e-12
# Infinite chain: two-site density matrix from the fixed points
rho = pair @ pair.T / 2
SS_inf, SS2_inf = np.trace(rho @ SS), np.trace(rho @ SS @ SS)
energy_inf = np.trace(rho @ h)
assert abs(np.trace(rho) - 1) < 1e-12
assert abs(SS_inf + 4 / 3) < 1e-12 and abs(SS2_inf - 2) < 1e-12
assert abs(energy_inf + 2 / 3) < 1e-12

# Eight-site ring: diagonalization of the full Hamiltonian
n_ed = 8


def site_operator(op, k):
    left = sp.identity(3 ** k, format='csr')
    right = sp.identity(3 ** (n_ed - k - 1), format='csr')
    return sp.kron(sp.kron(left, sp.csr_matrix(op)), right, format='csr')


z_ops = [site_operator(Sz, k) for k in range(n_ed)]
p_ops = [site_operator(Sp, k) for k in range(n_ed)]
H = sp.csr_matrix((3 ** n_ed, 3 ** n_ed))
for k in range(n_ed):
    j = (k + 1) % n_ed
    dot = z_ops[k] @ z_ops[j] + (p_ops[k] @ p_ops[j].T
                                 + p_ops[k].T @ p_ops[j]) / 2
    H = H + dot + dot @ dot / 3
start = np.random.default_rng(7).normal(size=3 ** n_ed)
ground, vectors = eigsh(H, k=1, which='SA', v0=start)
aklt = ring_state(n_ed)
aklt = aklt / np.linalg.norm(aklt)
overlap = abs(vectors[:, 0] @ aklt)
assert abs(ground[0] / n_ed + 2 / 3) < 1e-9 and abs(overlap - 1) < 1e-8
# Shift the AKLT state up by 5 J: the lowest level is then the next one of H
shifted = LinearOperator(H.shape, dtype=float,
                         matvec=lambda v: H @ v.ravel()
                         + 5 * aklt * (aklt @ v.ravel()))
next_level = eigsh(shifted, k=1, which='SA', v0=start,
                   return_eigenvectors=False)[0]
gap = next_level - ground[0]
assert 0.01 < gap < 4.9

print("Model: J = 1 (energy unit), lattice spacing = 1 (length unit)")
print(f"A(+1) upper right element: {A[0][0, 1]:.6f}")
print(f"A(0) diagonal elements: {A[1][0, 0]:.6f}, {A[1][1, 1]:.6f}")
print(f"A(-1) lower left element: {A[2][1, 0]:.6f}")
print(f"Singlet construction, N = {n_vb}: largest deviation below 1e-12:",
      vb_error < 1e-12)
print("Transfer eigenvalues:", ", ".join(f"{x:.6f}" for x in eigenvalues))
print(f"Correlation length: {xi:.6f} lattice spacings")
print("Infinite chain: r, <Sz Sz>, string correlator (hbar^2)")
for r, c, s in zip(distances, corr_inf, string_inf):
    print(f"  {r}  {c:.6f}  {s:.6f}")
print(f"Probability that both end spins are nonzero: {both_nonzero[0]:.6f}")
print(f"Ring N = {N}: squared norm {norm2:.8f}")
print(f"Ring N = {N}: r, <Sz Sz>, string correlator (hbar^2)")
for r, c, s in zip(distances, corr_ring, string_ring):
    print(f"  {r}  {c:.6f}  {s:.6f}")
print(f"Ring N = {N}: configurations in total: {len(configs)}")
print(f"Ring N = {N}: configurations with nonzero amplitude: {present.sum()}")
print(f"Infinite chain <S.S> on a bond: {SS_inf:.6f}")
print(f"Infinite chain <(S.S)^2> on a bond: {SS2_inf:.6f}")
print(f"Infinite chain energy per bond: {energy_inf:.6f} J")
print(f"Ring N = {N}: energy per bond: {ring_energy:.6f} J")
print(f"Ring N = {n_ed}: diagonalized ground energy: {ground[0]:.6f} J")
print(f"Ring N = {n_ed}: the same per bond: {ground[0] / n_ed:.6f} J")
print(f"Ring N = {n_ed}: overlap with AKLT state: {overlap:.8f}")
print(f"Ring N = {n_ed}: gap to next level: {gap:.6f} J")
print("ALL CHECKS PASSED")
```

Output:

```
Model: J = 1 (energy unit), lattice spacing = 1 (length unit)
A(+1) upper right element: 0.816497
A(0) diagonal elements: -0.577350, 0.577350
A(-1) lower left element: -0.816497
Singlet construction, N = 6: largest deviation below 1e-12: True
Transfer eigenvalues: 1.000000, -0.333333, -0.333333, -0.333333
Correlation length: 0.910239 lattice spacings
Infinite chain: r, <Sz Sz>, string correlator (hbar^2)
  1  -0.444444  -0.444444
  2  0.148148  -0.444444
  3  -0.049383  -0.444444
  4  0.016461  -0.444444
  5  -0.005487  -0.444444
Probability that both end spins are nonzero: 0.444444
Ring N = 10: squared norm 1.00005081
Ring N = 10: r, <Sz Sz>, string correlator (hbar^2)
  1  -0.444490  -0.444490
  2  0.148344  -0.444490
  3  -0.049990  -0.444490
  4  0.018289  -0.444490
  5  -0.010973  -0.444490
Ring N = 10: configurations in total: 59049
Ring N = 10: configurations with nonzero amplitude: 1023
Infinite chain <S.S> on a bond: -1.333333
Infinite chain <(S.S)^2> on a bond: 2.000000
Infinite chain energy per bond: -0.666667 J
Ring N = 10: energy per bond: -0.666667 J
Ring N = 8: diagonalized ground energy: -5.333333 J
Ring N = 8: the same per bond: -0.666667 J
Ring N = 8: overlap with AKLT state: 1.00000000
Ring N = 8: gap to next level: 0.699698 J
ALL CHECKS PASSED
```
